Equivariant Direct Forces: Curl, Loop Work and When Dynamics Heats

**Question**

I am training an interatomic model whose output layer gives the force vector on each atom directly, not as the gradient of an energy. It is equivariant under rotations, reflections, translations and exchange of like atoms, and it has zero net force and zero net torque by design. I assumed these symmetries make the field conservative, yet my constant-energy runs warm up at a rate that does not fall when I shorten the time step. Does equivariance imply conservative forces? If not, does the remainder necessarily heat the system, and how fast?

**Answer**

Equivariance does not imply it once there are three atoms. The remainder does net work on closed loops, of either sign, and it heats steadily under a condition on the dynamics derived below, which a chaotic system can meet and two weakly coupled harmonic modes of different frequency do not. Units are Rydberg atomic units: energy Ry, length bohr, mass 2mₑ (1 u = 911.444), time ħ/Ry = 48.3777 as.

*What equivariance says about the Jacobian*

Let x hold all 3N coordinates and J_pq = ∂F_p/∂x_q. If F = −∇E then J is minus a Hessian and is symmetric; conversely, on a simply connected region J = Jᵀ makes F·dx closed and hence exact. The curl is J − Jᵀ.

A symmetry operation acts as x → Dx + c with D orthogonal, and equivariance reads F(Dx + c) = D F(x). Differentiating both sides with respect to x gives J(Dx + c) D = D J(x), so

J(Dx + c) = D J(x) Dᵀ

Transposing and subtracting shows that J − Jᵀ obeys the same law. This relates the curl at one configuration to the curl at its image. Operations that map x onto itself restrict the curl at that x, but a generic configuration has few or none. Continuous symmetry adds one restriction everywhere. For a rigid displacement t = Ax + c, with A antisymmetric, equivariance gives Jt = AF, and differentiating the zero-force and zero-torque condition F·t = 0 gives Jᵀt = AF. Hence (J − Jᵀ)t = 0, and curl can act only among the internal coordinates.

For two atoms, rotations about the bond leave x fixed, so each force lies along the bond: F₁ = f₁(r) r̂, F₂ = f₂(r) r̂ with r̂ = (x₁ − x₂)/r. The mixed blocks are ∂F₁/∂x₂ = −∇(f₁r̂) and ∂F₂/∂x₁ = +∇(f₂r̂), both symmetric 3×3 matrices, so J = Jᵀ requires f₁ + f₂ to satisfy ∇[(f₁+f₂)r̂] = 0, that is f₂ = −f₁. Zero net force therefore makes a dimer conservative, and a dimer scan cannot reveal the problem.

For more atoms, let r_a be the pair distances and B_ap = ∂r_a/∂x_p. Consider forces along bonds,

F_p = Σ_a f_a(r) B_ap

with f_a > 0 repulsive and each f_a depending on all distances. For a non-collinear trimer this form is general: zero force and torque make F orthogonal to the six rigid motions, the three rows of B span the remaining three dimensions, and the unique coefficients f_a are invariants, hence functions of the three lengths. Differentiating,

J_pq = Σ_ab B_ap (∂f_a/∂r_b) B_bq + Σ_a f_a ∂²r_a/∂x_p∂x_q

The second sum is symmetric, so

J − Jᵀ = Bᵀ Ω B,  Ω_ab = ∂f_a/∂r_b − ∂f_b/∂r_a

Symmetry now acts by permuting bonds. If an operation fixes x and swaps bonds a and b, then Ω_ab = Ω_ba = −Ω_ab = 0. In an equilateral A₃ every pair of bonds is swapped by some operation and Ω vanishes. In an isosceles A₂B with bonds s (A–A), r₁, r₂ (A–B), the swap of r₁ and r₂ gives Ω_{r₁r₂} = 0 and Ω_{s r₁} = Ω_{s r₂}, which leaves one free number. A scalene triangle has three. Group averaging in the numerical output returns 0, 1, 3.

*A counterexample of embedded-atom form*

The embedded-atom energy V = Σ_pairs φ(r_ij) + Σ_i U(ρ_i), ρ_i = Σ_j ψ(r_ij), has bond forces f_ij = −φ′ − (G_i + G_j) ψ′(r_ij) with G_i = U′(ρ_i). A direct readout multiplies atomic invariants by a radial function learned separately:

f_ij = −φ′(r_ij) − (G_i + G_j) χ(r_ij)

This keeps every symmetry, and since f_ij = f_ji along the bond it has no net force or torque. Two different bonds share at most one atom. For bonds ij and ik, the distance r_ik enters f_ij through ρ_i alone (ρ_j does not contain it), so ∂f_ij/∂r_ik = −G′(ρ_i) ψ′(r_ik) χ(r_ij), and

Ω_(ij),(ik) = −G′(ρ_i) [χ(r_ij) ψ′(r_ik) − χ(r_ik) ψ′(r_ij)]

Where G′ ≠ 0 this vanishes for all distances if and only if χ/ψ′ is constant. That tie between the function building the feature and the function reading it out is what a gradient supplies and symmetry does not.

I take round model parameters, with no material in mind: u = 1 − r/r_c inside r_c, ψ = u³, φ = Cu⁴, U = −aρ + bρ²/2 (so G′ = b), and χ = ψ′(r)[1 + ε(r − r₀)]. The constant parts of χ/ψ′ cancel in the bracket:

Ω_(ij),(ik) = −bε ψ′(r_ij) ψ′(r_ik) (r_ij − r_ik)

The values are r_c = 8, r₀ = 5 bohr, a = 2, b = 10, C_AA = 6, C_AB = C_BB = 4 Ry, ε = 0.1/bohr, masses 20 u and 40 u (18228.9 and 36457.8). On a random five-atom cluster, equivariance under an improper rotation, a shift and a permutation holds to 3×10⁻¹⁶ Ry/bohr, J − Jᵀ from a finite-difference Jacobian agrees with BᵀΩB, and the Frobenius norm of J − Jᵀ is 0.0185 of that of J.

*Work on a closed loop*

Since B dx = dr, the work is F·dx = Σ_a f_a dr_a, whatever rigid motion accompanies the path. Hold r₂ fixed in A₂B and go counterclockwise round a loop in the (s, r₁) plane. Green's theorem gives

W = ∮(f_s ds + f₁ dr₁) = ∬(∂f₁/∂s − ∂f_s/∂r₁) ds dr₁ = −∬Ω_{s r₁} ds dr₁ = bε ∬ψ′(s) ψ′(r₁)(s − r₁) ds dr₁

On a rectangle the integrand separates. With Ψ′ = rψ′, integration by parts gives Ψ = rψ − ∫ψ dr = ru³ + r_c u⁴/4, and

W = bε [ΔΨ_s Δψ_r − Δψ_s ΔΨ_r]

For s from 5.3 to 5.9, r₁ from 4.6 to 5.2 and r₂ = 4.9 bohr, with bε = 1 Ry/bohr:

W = (−0.113484)(−0.033891) − (−0.020355)(−0.165410) = 0.003846 − 0.003367 = 4.79×10⁻⁴ Ry = 6.5 meV

A Cartesian line integral of F·dx, with a full rigid turn added to the path, gives 4.790551×10⁻⁴ Ry, equal to the formula in all printed digits, and zero to rounding at ε = 0. The small-loop estimate −Ω × area = 1.33029×10⁻³ × 0.36 = 4.789×10⁻⁴ Ry is close. The clockwise loop gives −W, so curl by itself fixes no sign.

*Three exact properties of the dynamics*

Write F = −∇V + εf₁(x) and H₀ = T + V, with T the kinetic energy. The split is a choice; a different V moves a gradient into f₁.

Energy balance: dT/dt = F·v and dV/dt = ∇V·v, so dH₀/dt = εf₁·v. This is a property of the differential equation and survives any reduction of the time step, which matches your symptom.

Reversibility: mẍ = F(x) contains no first derivative, so x(−t) is a solution whenever x(t) is. An orbit that gains energy has a partner, with reversed final velocities, that loses the same amount.

Volume: ẋ = p/m does not depend on x and ṗ = F(x) does not depend on p, so the phase-space divergence is zero and the flow map has unit determinant, with or without curl.

For one trimer orbit of 3200 ħ/Ry the gain is ΔH₀ = 5.86842×10⁻⁴ Ry, equal to ε∫f₁·v dt, the reversed orbit returns −5.86842×10⁻⁴ Ry, and the finite-difference determinant is 0.9999999.

A preferred sign comes from the ensemble. Draw starting points z₀ from e^(−βH₀)/Z, β = 1/kT, with Z finite (a periodic cell or a confined system), and let z_t be the evolved point. Then

⟨e^(−βΔH₀)⟩ = (1/Z)∫dz₀ e^(−βH₀(z₀)) e^(−β[H₀(z_t) − H₀(z₀)]) = (1/Z)∫dz_t e^(−βH₀(z_t)) = 1

where dz₀ = dz_t was used. Convexity gives ⟨e^y⟩ ≥ e^⟨y⟩, hence ⟨ΔH₀⟩ ≥ 0. This inequality also holds for a gradient f₁, so it does not yet mean heating; growth in time has to be examined.

*Size and growth of the mean gain*

Take the logarithm of the identity and expand in cumulants κ_n of ΔH₀: 0 = −βκ₁ + β²κ₂/2 − β³κ₃/6 + …, so κ₁ = βκ₂/2 − β²κ₃/6 + …. At fixed t, ΔH₀ = εW₀ + O(ε²), where W₀(t) = ∫₀ᵗ P ds and P = f₁·v on the unperturbed orbit. The mean ⟨W₀⟩ vanishes because the canonical weight is stationary under the unperturbed flow and P is odd in v. Therefore

⟨ΔH₀(t)⟩ = (βε²/2) ⟨W₀(t)²⟩ + O(ε³)

In a chaotic system perturbed and unperturbed orbits separate after a short time; use of the formula beyond that assumes that the statistics of P change little with ε and that the temperature has not yet risen much. That assumption is tested on the example below, not proved.

With C(s) = ⟨P(s)P(0)⟩, stationarity turns the double integral into ⟨W₀²⟩ = 2∫₀ᵗ(t − s)C(s) ds, so

d⟨ΔH₀⟩/dt = βε² ∫₀ᵗ C(s) ds

If C is integrable the rate tends to a constant, which cannot be negative since it is the limiting slope of a mean square. For a gradient, f₁ = −∇Y, one has W₀ = Y(0) − Y(t), so ⟨W₀²⟩ ≤ 4 var(Y) and the limit is zero. For a field with curl such a bound is not guaranteed (it can still hold, as in the detuned harmonic case below), and for integrable C steady heating at this order occurs if and only if ∫₀^∞C > 0, meaning that the spectrum of P does not vanish at zero frequency. If C does not decay, the growth can be faster than linear, as for the degenerate harmonic pair below. In the model, with σ_i = Σ_j ζ(r_ij) and ζ′ = ψ′(r)(r − r₀), collecting the bond terms atom by atom gives W₀ = −Σ_i∫G_i dσ_i = aΣ_iΔσ_i − bΣ_i∫ρ_i dσ_i. Each integral ∫ρ_i dσ_i is the signed area between the path and the σ axis in that atom's (ρ, σ) plane, which is not a function of the endpoints.

*Harmonic regime*

Linearize about a point where F = 0, in mass-weighted coordinates: ẍ = −Mx, M = −m^(−1/2) J m^(−1/2). For two modes that diagonalize the symmetric part,

M = [[k₁, α], [−α, k₂]],  k_i = ω_i²,  Δ = k₁ − k₂,  k̄ = (k₁ + k₂)/2

The characteristic equation (k₁ − μ)(k₂ − μ) + α² = 0 has roots μ = k̄ ± √(Δ²/4 − α²).

For 2|α| < |Δ| the roots are real, distinct and lie between k₂ and k₁. Then M = SΛS⁻¹ with S real, y = S⁻¹x obeys ÿ_i = −μ_i y_i, and Q = ½Σ(ẏ_i² + μ_i y_i²) is positive and conserved. The motion is bounded and cannot heat steadily, although the curl is nonzero. The response formula shows the same. Here the split is chosen so that H₀ is the kinetic energy plus ½Σk_i x_i², the energy of the symmetric part of M; any gradient part of εf₁ is thereby counted in V. The antisymmetric force that remains is −α(x₂, −x₁), so the power, with ε absorbed in α, is P = α(x₁v₂ − x₂v₁). Let c_i(s) = ⟨x_i(s)x_i(0)⟩ = (kT/k_i) cos ω_i s; stationarity gives ⟨v(s)x(0)⟩ = c′, ⟨x(s)v(0)⟩ = −c′, ⟨v(s)v(0)⟩ = −c″. The unperturbed modes are independent, so the four terms factorize:

C = α²[−c₁c₂″ − c₂c₁″ + 2c₁′c₂′] = α²(kT)²[(1/k₁ + 1/k₂) cos ω₁s cos ω₂s + (2/ω₁ω₂) sin ω₁s sin ω₂s]

With ω_± = ω₁ ± ω₂ the product formulas give C = ½α²(kT)²[(1/ω₁ + 1/ω₂)² cos ω₋s + (1/ω₁ − 1/ω₂)² cos ω₊s], and ∫₀ᵗ(t − s) cos ωs ds = (1 − cos ωt)/ω² gives

⟨ΔH₀⟩ = (α²kT/2)[(1/ω₁ + 1/ω₂)²(1 − cos ω₋t)/ω₋² + (1/ω₁ − 1/ω₂)²(1 − cos ω₊t)/ω₊²]

All the weight sits at ω₋ and ω₊, none at zero.

For Δ = 0 the roots are μ = k ± iα. Setting x ∝ e^(λt), λ² = −μ, and writing λ = κ + iw gives κ² − w² = −k and κ² + w² = √(k² + α²), so

κ = [(√(k² + α²) − k)/2]^(1/2) ≈ |α|/2ω for |α| ≪ k

One circular polarization grows and the other decays. The response formula agrees at early times: as ω₋ → 0 it becomes α²kT t²/k, which is the t² term of 2kT cosh 2κt. Degenerate coupled modes thus heat exponentially, not steadily. In equilateral A₃ the degenerate pair is not coupled at force balance, because Ω = 0 there.

*With a Langevin thermostat*

Add −γv and white noise of strength 2γkT per mode. For n modes d⟨H₀⟩/dt = ⟨P⟩ − γ(2⟨T⟩ − nkT), so in a steady state ⟨P⟩ = γ(2⟨T⟩ − nkT): the power appears as an excess kinetic temperature. For two modes let X = ⟨xxᵀ⟩, Y = ⟨xvᵀ⟩, Z = ⟨vvᵀ⟩, R = [[0, 1], [−1, 0]]. Stationarity of the three matrices requires

Y + Yᵀ = 0,  Z − XMᵀ − γY = 0,  −MY − (MY)ᵀ − 2γZ + 2γkT·1 = 0

The first gives Y = yR and ⟨P⟩ = α(Y₁₂ − Y₂₁) = 2αy. Since MR = [[−α, k₁], [−k₂, −α]], the third gives Z₁₁ = Z₂₂ = kT + αy/γ ≡ g and Z₁₂ = −yΔ/2γ ≡ w. With X = [[p, q], [q, r]] the second reads

pk₁ + qα = g,  rk₂ − qα = g,  qk₂ − pα = w − γy,  qk₁ + rα = w + γy

Eliminating p from the third with the first gives q(k₁k₂ + α²) = αg + k₁(w − γy); eliminating r from the fourth with the second gives q(k₁k₂ + α²) = −αg + k₂(w + γy). Equating them, 2αg + wΔ − γy(k₁ + k₂) = 0. Inserting g and w and multiplying by 2γ yields 4αγkT = y(D − 4α²) with D = Δ² + 2γ²(k₁ + k₂), so

⟨P⟩ = 8α²γkT/(D − 4α²),  ΔT/T = ⟨P⟩/(2γkT) = 4α²/(D − 4α²)

The pole is the stability limit. At λ = iw′ the equation λ² + γλ + μ = 0 needs Re μ = w′² and (Im μ)² = γ² Re μ, that is α² − Δ²/4 = γ²k̄, or 4α² = D; beyond it no steady state exists. As γ → 0 with 2|α| < |Δ| the power vanishes, as the conserved Q demands, while the excess tends to 4α²/(Δ² − 4α²). For many modes, at first order in the couplings the equations for the (i, j) elements involve α_ij alone, because the zeroth-order matrices are diagonal, so ⟨P⟩ ≈ Σ_(i<j) 8α_ij²γkT/D_ij; a four-mode test confirms this within 1% of the formula's value.

*Example 1: the A₂B trimer*

Force balance is at s = 5.5546 and r₁ = r₂ = 4.9467 bohr, where ψ′ = −0.03504 and −0.05463 per bohr. Then

Ω = −1 × (0.03504 × 0.05463) × 0.6079 = −1.164×10⁻³ Ry/bohr²

To obtain α, use q = (r₁ + r₂)/√2 and d = (r₁ − r₂)/√2, for which Ω_sq = √2 Ω and Ω_sd = Ω_qd = 0. The antisymmetric part of M is −½ m^(−1/2)BᵀΩB m^(−1/2) = −(Ω/√2)(b_s b_qᵀ − b_q b_sᵀ), with b = m^(−1/2)∇ of each coordinate. All f_a vanish at balance, so rigid motions decouple and b_s, b_q span the plane of the two symmetric modes. In an orthonormal basis of that plane the bracket is ±R times the area of the parallelogram on b_s and b_q, which is √(det G), G being their Gram (Wilson) matrix. Hence

α = |Ω|√(det G/2) = 1.16367×10⁻³ × √(4.1215×10⁻⁹) = 7.471×10⁻⁸ (Ry/ħ)²

matching the finite-difference Jacobian, which also shows the asymmetric stretch (2.361×10⁻³ Ry/ħ) uncoupled. The symmetric modes have ω₁ = 4.339×10⁻³ and ω₂ = 1.948×10⁻³ Ry/ħ, so Δ = 1.503×10⁻⁵ and 2α/Δ = 0.0099, far below the threshold of 1.

Without a thermostat, in the linearized dynamics and with H₀ taken from the symmetric part of M as above, at half a beat, t = π/ω₋ = 1313.7 ħ/Ry, the first term is (α²/2)(230.45 + 513.36)² × 2/(2.3913×10⁻³)² = 5.400×10⁻⁴, the second adds 0.079×10⁻⁴, and ⟨ΔH₀⟩/kT = 5.478×10⁻⁴ against 5.479×10⁻⁴ from exact propagation of the covariance. In this linear motion the gain oscillates and does not accumulate. Had V been the embedded-atom energy at ε = 0, H₀ would also show a reversible exchange with the gradient part of εf₁, which is not heating.

Still in the linearized dynamics, with kT = 0.002 Ry (316 K) and γ = 5×10⁻⁵ Ry/ħ, D = 2.26158×10⁻¹⁰ and 4α² = 2.232×10⁻¹⁴, so ΔT/T = 9.87×10⁻⁵, or 0.03 K, in the two symmetric modes, and ⟨P⟩ = 2 × 5×10⁻⁵ × 0.002 × 9.87×10⁻⁵ = 1.974×10⁻¹¹ Ry²/ħ = 5.6 µeV/ps. A numerical solution of the stationary covariance for all three vibrations gives the same value. These are harmonic values, valid as T → 0. For the full trimer, with anharmonic terms and rotation and the same friction on all coordinates, the power estimated from the growth of the mean-square work is about twice the harmonic value at 32 K and about nine times it at 316 K (roughly 50 µeV/ps). Had the same α coupled two modes degenerate at √k̄ = 3.363×10⁻³ Ry/ħ, the rate would be κ = 7.471×10⁻⁸/(2 × 3.363×10⁻³) = 1.11×10⁻⁵ Ry/ħ and the energy of the growing mode would rise by a factor e in 1/(2κ) = 2.2 ps. One curl gives either outcome, depending on the detuning.

*Example 2: a hot periodic toy system*

Nine B atoms move in two dimensions in a square cell of side 16 bohr, at kT = 0.02 Ry (3158 K) and ε = 0.25/bohr. The rms component of εf₁ is 0.0049 Ry/bohr (125 meV/Å) against 0.054 Ry/bohr for −∇V; part of εf₁ is itself a gradient. From each of 500 canonical starts three constant-energy velocity Verlet runs of 2000 steps of 40 ħ/Ry (3.87 ps) are made, at 0, +ε and −ε. The direct gain is the mean of the ±ε runs, which cancels odd orders, minus the ε = 0 run, whose own mean drift is 10⁻⁶ Ry. The prediction uses the ε = 0 runs alone, with βε²/2 = 0.0625/0.04 = 1.5625; at the last time, 1.5625 × 0.013414 = 0.0210 Ry. Direct and predicted gains in Ry, with standard errors of the mean:

t = 10000 ħ/Ry: 0.0036 ± 0.0003 and 0.0035 ± 0.0003
t = 20000: 0.0064 ± 0.0004 and 0.0055 ± 0.0004
t = 40000: 0.0126 ± 0.0006 and 0.0107 ± 0.0009
t = 80000: 0.0225 ± 0.0010 and 0.0210 ± 0.0021

The direct value lies above the prediction at all four times, by less than two combined standard errors. The rows share trajectories and are not independent, so this sample cannot tell noise from a fourth-order term; the test accepts four combined errors plus 15% of the prediction. The average ⟨e^(−βΔH₀)⟩, which the exact identity sets to 1, is 0.993 ± 0.016 at t = 10000.

Between t = 20000 and 80000, ⟨W₀²⟩ grows by a factor 3.80, near the 4 of pure linear growth, and the slope over the second half of the run is 0.98 of the slope over the second quarter. The control is the gradient perturbation obtained by replacing the readout function with ψ′, whose work on the same orbits is minus the change of embedding energy; its mean square changes by a factor 0.92 over the same interval, so it does not grow. The direct heating rate is (0.02246 − 0.00636)/60000 = 2.7×10⁻⁷ Ry²/ħ, against 2.6×10⁻⁷ predicted. The sampling error is about 0.2×10⁻⁷, and a different draw of canonical starts gives 2.2×10⁻⁷, so the rate is 7 to 8 meV per atom per ps and the gains quoted here carry an uncertainty of up to about 20%.

The gain shows up in the thermometer. Across the unperturbed starts, the time-averaged internal kinetic energy rises with internal energy at slope ∂K/∂E = 0.578. The mean gain over the last quarter is 0.0203 Ry, so sharing predicts 0.578 × 0.0203 = 0.0117 Ry, and the measured rise is 0.0114 ± 0.0006 Ry. Divided among nine atoms with K = NkT in two dimensions, which counts the unheated centre-of-mass motion too, this is 200 ± 10 K. Linear growth is established here over 3.87 ps, for a rise small compared with 3158 K; at longer times β and C(s) change with the temperature, and the rate has to be re-evaluated.

*For your model*

The quantity to measure is J − Jᵀ on low-symmetry thermal configurations of three or more atoms. The work round a small loop in two Cartesian coordinates x_p and x_q, all others fixed, is a partial test: divided by the area it gives one element of J − Jᵀ, so a nonzero value proves curl, but a zero does not exclude curl in other elements. A loop in two bond lengths with all other distances fixed, as used above, is available for three or four atoms but not for five or more in general position, where the distances are no longer independent. In a four-atom cluster a general model can also have curl between bonds that share no atom, which loops in adjacent bonds miss. The dimer and the equilateral trimer of like atoms have J = Jᵀ for any model with your symmetries. A thermostat removes the power but, in the two-mode linear analysis above, leaves both coupled modes at a kinetic temperature above the set point. In the bond-force class treated here the drift is removed at its source by making Ω vanish, which taking the forces as the gradient of an invariant energy does by construction. The numerical output below lists the main computed values.

Computed results

```
units: time 48.3777 as, 1 u = 911.444 (2me), 1 Ry = 13.60569 eV = 157887.5 K
rc=8.0 r0=5.0 bohr; a=2.0 b=10.0 C_AA=6.0 C_AB=C_BB=4.0 Ry; eps=0.1 1/bohr
m_A=18228.9 m_B=36457.8 (2me)
5-atom cluster: equivariance error 3.3e-16 Ry/bohr
5-atom cluster: |J-J^T|_F/|J|_F = 0.0185
allowed curl components (equilateral, isosceles, scalene): [0, 1, 3]
loop: s 5.3-5.9, r1 4.6-5.2, r2 4.9 bohr, area 0.36 bohr^2
dpsi_s -0.020355, dpsi_r -0.033891; dPsi_s -0.113484, dPsi_r -0.165410 bohr
loop work: line integral 4.790551e-04 Ry, formula 4.790551e-04 Ry = 6.518 meV
Omega at centre -1.33029e-03 Ry/bohr^2, -Omega*area 4.78905e-04 Ry; work at eps=0 5e-18 Ry
balance: r_AA 5.5546, r_AB 4.9467 bohr; psi'_AA -0.03504, psi'_AB -0.05463 1/bohr
Omega(AA,AB) -1.16367e-03 Ry/bohr^2; det G 8.24298e-09 (2me)^-2
omega A1: 4.33928e-03, 1.94796e-03; B2: 2.36128e-03 Ry/hbar
k1-k2 1.50348e-05, alpha 7.47061e-08 (formula 7.47061e-08) (Ry/hbar)^2, 2alpha/(k1-k2) 0.00994
Langevin: kT 0.002 Ry = 315.8 K, gamma 5e-05 Ry/hbar, D 2.26158e-10 (Ry/hbar)^4
steady power: Lyapunov 1.97439e-11, formula 1.97439e-11 Ry^2/hbar = 5.5528 ueV/ps
A1 temperature excess dT/T 9.8720e-05, dT 0.0312 K
NVE harmonic <dH0>/kT at half beat t=1313.7 hbar/Ry: exact 5.4790e-04, response 5.4784e-04
if degenerate at omega 3.36333e-03: amplitude rate 1.1106e-05 Ry/hbar, energy e-fold 2.178 ps
trimer orbit, t=3200 hbar/Ry: dH0 5.86842e-04, eps*W 5.86842e-04, reversed -5.86842e-04 Ry
trimer orbit: det of flow map 0.9999999
toy: N=9, L=16.0 bohr, kT=0.02 Ry = 3158 K, eps=0.25 1/bohr
toy: dt=40.0 hbar/Ry, 500 starts, 2000 steps = 3.870 ps
rms force component 0.0544, rms eps*F1 0.00488 Ry/bohr = 125 meV/A
t=10000: <W0^2> 2.2278e-03 (Ry bohr)^2, direct 0.00359+-0.00025, response 0.00348+-0.00025 Ry
t=20000: <W0^2> 3.5302e-03 (Ry bohr)^2, direct 0.00636+-0.00038, response 0.00552+-0.00040 Ry
t=40000: <W0^2> 6.8694e-03 (Ry bohr)^2, direct 0.01262+-0.00063, response 0.01073+-0.00093 Ry
t=80000: <W0^2> 1.3414e-02 (Ry bohr)^2, direct 0.02246+-0.00098, response 0.02096+-0.00206 Ry
integrator control <dH0> at eps=0: 9.67e-07 Ry
<W^2>(t)/<W^2>(t/4): curl force 3.80, gradient control 0.92; late/early slope 0.98
<exp(-beta dH0)> at t=10000 hbar/Ry: 0.993+-0.016
heating rate t/4..t: direct 2.683e-07, response 2.574e-07 Ry^2/hbar
heating rate per atom: direct 8.38, response 8.04 meV/ps
last quarter: mean dH0 0.02031 Ry, dK/dE 0.578, product 0.01175 Ry
kinetic energy rise, last quarter: 0.01141+-0.00059 Ry, dT 200+-10 K
```
